# Bloch-Siegert Shift from the Floquet Matrix and Strong-Drive Anticrossings

## Problem

A two-level system with upper state $e$, lower state $g$ and splitting $\omega_0$ is driven by a linearly polarized, monochromatic classical field. With $\hbar=1$,

$$H(t)=\frac{\omega_0}{2}\sigma_z+\Omega\cos(\omega t)\,\sigma_x ,\qquad \sigma_z|e\rangle=|e\rangle,\quad \sigma_z|g\rangle=-|g\rangle .$$

There is no damping and no permanent dipole. In the rotating-wave approximation, $\Omega$ is the Rabi frequency at resonance. Define the first resonance as the anticrossing at which the gap between the two Floquet levels that meet near $\omega=\omega_0$ is stationary in $\omega_0$, at fixed $\omega$ and $\Omega$.

1. Construct the Floquet matrix and reduce it to an equation for the two levels.
2. Find the resonance frequency to order $\Omega^2$, and the gap there with its first correction.
3. Find the $\Omega^4$ term. Does it change if the gap is minimized over $\omega$ at fixed $\omega_0$?
4. Relate the anticrossing to the time-averaged transition probability.
5. Compare the order-$\Omega^2$ result with numerical anticrossings at strong drive, and find the limit $\Omega\gg\omega_0$.

## Solution

### 1. The Floquet matrix and its reduction

Insert $\psi(t)=e^{-iqt}\sum_n e^{in\omega t}c_n$, where each $c_n$ is a two-component vector and $q$ is the quasienergy. Since $\cos\omega t=(e^{i\omega t}+e^{-i\omega t})/2$, comparing the coefficients of $e^{in\omega t}$ in $i\dot\psi=H\psi$ gives

$$q\,c_n=\left(n\omega+\frac{\omega_0}{2}\sigma_z\right)c_n+b\,\sigma_x\,(c_{n-1}+c_{n+1}),\qquad b=\frac{\Omega}{2}.$$

The diagonal entries are $n\omega\pm\omega_0/2$. Each coupling flips the state and changes $n$ by one, so the matrix splits into two chains. One is

$$\dots,(e,-2),(g,-1),(e,0),(g,1),(e,2),(g,3),\dots$$

The other is the same chain with every $n$ raised by one. Its quasienergies are raised by $\omega$ and describe the same solutions, so one chain suffices.

Write $q=\omega/2+x$ and $\delta=\omega-\omega_0$. Measured from $\omega/2$, the diagonal energies are

- $(e,0)$: $-\delta/2$, and $(g,1)$: $+\delta/2$;
- $(g,-1)$: $-D$, and $(e,2)$: $+D$, with $D=(\omega_0+3\omega)/2$;
- $(e,-2)$: $-E$, and $(g,3)$: $+E$, with $E=(5\omega-\omega_0)/2$.

The central pair is nearly degenerate. Its mutual link is the co-rotating coupling; the links to $(g,-1)$ and $(e,2)$ are counter-rotating.

Let $a_n$ be the amplitude at the site with photon index $n$. To the left of the pair,

$$(x+D)a_{-1}=b\,a_0+b\,a_{-2},\qquad (x+E)a_{-2}=b\,a_{-1}+b\,a_{-3},\ \dots$$

Eliminating the outermost amplitudes first gives $b\,a_{-1}=S(x)\,a_0$, with

$$S(x)=\cfrac{b^2}{x+D-\cfrac{b^2}{x+E-\cdots}} .$$

On the right, $D$ and $E$ have the opposite sign, so $b\,a_2=-S(-x)\,a_1$. The central equations become

$$\left[x+\tfrac{\delta}{2}-S(x)\right]a_0=b\,a_1,\qquad \left[x-\tfrac{\delta}{2}+S(-x)\right]a_1=b\,a_0 .$$

Split $S(x)=A-xB$, where $A$ and $B$ are even in $x$. The brackets are then $x(1+B)+(\delta/2-A)$ and $x(1+B)-(\delta/2-A)$. Multiplying the two equations gives

$$x^2(1+B)^2=b^2+\left(\frac{\delta}{2}-A\right)^2. \tag{1}$$

No weak-drive approximation has been made. Equation (1) depends on $x^2$, so the levels are $\omega/2\pm x$ and their gap is $2x$ for $x>0$. For $\Omega=\omega_0$, $\omega=1.2\,\omega_0$, diagonalization gives $x=0.473357$, and the continued fraction at this $x$ gives $A=0.120055$, $B=0.057134$ (frequencies in units of $\omega_0$). The left side is $(0.473357\times1.057134)^2=0.25040$; the right side is $0.25+(0.1-0.120055)^2=0.25040$.

### 2. Leading shift and gap

Near resonance at weak drive, $x$ is of order $b$ and $\delta$ of order $b^2/\omega$. Since $D\simeq2\omega$, expanding $S\simeq b^2/(D+x)$ gives

$$A\simeq\frac{b^2}{2\omega},\qquad B\simeq\frac{b^2}{4\omega^2}.$$

Differentiate (1) with respect to $\omega_0$ and set $dx/d\omega_0=0$:

$$x^2(1+B)\frac{\partial B}{\partial\omega_0}=\left(\frac{\delta}{2}-A\right)\frac{\partial}{\partial\omega_0}\left(\frac{\delta}{2}-A\right). \tag{2}$$

The left side is of order $b^4$, while the last derivative is $-1/2+O(b^2)$. Hence $\delta/2-A=O(b^4)$, and to order $b^2$

$$\delta=2A=\frac{b^2}{\omega_0},\qquad \boxed{\omega_{\rm res}-\omega_0\simeq\frac{\Omega^2}{4\omega_0}} .$$

This is the Bloch-Siegert shift. In second-order perturbation theory, $(g,-1)$ lies about $2\omega_0$ below $(e,0)$ and pushes it up by $b^2/(2\omega_0)=\Omega^2/(8\omega_0)$. The site $(e,2)$ pushes $(g,1)$ down by the same amount. The effective splitting of the two-level system grows by the sum, and the drive frequency must follow it.

If the counter-rotating links are removed, the chain breaks into pairs with $4x^2=\delta^2+\Omega^2$, and the resonance returns to $\delta=0$. If they are multiplied by $\lambda$, the leading shift is multiplied by $\lambda^2$. At $\Omega=0.1\,\omega_0$ the numerical shifts for $\lambda=0,\,0.5,\,1$ are $0$, $0.000626$ and $0.002502$ in units of $\omega_0$.

At resonance the last term of (1) is of order $b^8$, so $x(1+B)\simeq b$ and

$$2x\simeq\Omega(1-B)\simeq\Omega\left(1-\frac{\Omega^2}{16\omega_0^2}\right).$$

The shift divided by the gap is about $\Omega/(4\omega_0)$. At weak drive the resonance therefore moves by much less than its own width.

### 3. The next order

Keeping all terms of $A$ through $b^4$,

$$A=\frac{b^2}{D}+\frac{b^2x^2}{D^3}+\frac{b^4}{D^2E}+O(b^6).$$

Here $D=2\omega-\delta/2$, and $\delta\simeq b^2/\omega$, so $b^2/D=b^2/(2\omega)+b^4/(8\omega^3)$. With $x^2\simeq b^2$ and $D\simeq E\simeq2\omega$, the other two terms are $b^4/(8\omega^3)$ each. Thus

$$2A=\frac{b^2}{\omega}+\frac{3b^4}{4\omega^3}.$$

**Stationary in $\omega_0$.** From $B\simeq b^2/D^2$ and $\partial D/\partial\omega_0=1/2$, $\partial B/\partial\omega_0=-b^2/D^3\simeq-b^2/(8\omega^3)$. Equation (2) becomes $-b^4/(8\omega^3)=-\tfrac12(\delta/2-A)$, so $\delta/2-A=b^4/(4\omega^3)$ and

$$\delta=2A+\frac{b^4}{2\omega^3}=\frac{b^2}{\omega}+\frac{5b^4}{4\omega^3}.$$

To express this through $\omega_0$, use $b^2/\omega=b^2/\omega_0-b^4/\omega_0^3+O(b^6)$. The quartic coefficient becomes $5/4-1=1/4$, and with $b=\Omega/2$

$$\omega_{\rm res}=\omega_0+\frac{\Omega^2}{4\omega_0}+\frac{\Omega^4}{64\omega_0^3}+O(\Omega^6).$$

**Stationary in $\omega$.** Now $\partial D/\partial\omega=3/2$, so $\partial B/\partial\omega\simeq-3b^2/(8\omega^3)$, and $\partial(\delta/2-A)/\partial\omega\simeq+1/2$. The analogue of (2) gives $\delta/2-A=-3b^4/(4\omega^3)$. Therefore

$$\delta=\frac{b^2}{\omega}+\left(\frac34-\frac32\right)\frac{b^4}{\omega^3}
=\frac{b^2}{\omega_0}-\frac{7b^4}{4\omega_0^3}+O(b^6),$$

and the quartic term is $-7\Omega^4/(64\omega_0^3)$. The two definitions share the leading shift but separate at the next order, because the effective coupling itself varies during the sweep. At $\Omega=0.5\,\omega_0$ the numerical positions are $1.0632\,\omega_0$ and $1.0562\,\omega_0$. Their difference is about 11% of the first shift.

### 4. What is resonant at the anticrossing

For a normalized eigenvector, the Hellmann-Feynman theorem gives

$$\frac{\partial q}{\partial\omega_0}=\frac{s}{2},\qquad s=\sum_n c_n^\dagger\sigma_z c_n ,$$

where $s$ is the cycle average of $\langle\sigma_z\rangle$ in the Floquet mode. At fixed $\omega$, a gap stationary in $\omega_0$ therefore means $s=0$: each mode spends equal average weight in $e$ and $g$.

Let $\phi_\pm(t)$ be the periodic modes. The evolution operator is

$$U(t,t_0)=\sum_{j=\pm}|\phi_j(t)\rangle e^{-iq_j(t-t_0)}\langle\phi_j(t_0)| .$$

Average $|\langle g|U(t,t_0)|e\rangle|^2$ over $t$ and over $t_0$, which is equivalent to averaging over the initial phase of the field. Cross terms between the modes vanish if $2x$ is not an integer multiple of $\omega$. The upper mode has average weight $p=(1+s)/2$ in $e$. Because the modes are orthonormal at each time, the other has $1-p$. Hence

$$\overline P=p(1-p)+(1-p)p=\frac{1-s^2}{2}.$$

The maximum, $1/2$, is reached at $s=0$. For $\Omega=0.5\,\omega_0$, direct time averaging gives $0.492$ at $\omega=\omega_0$, $0.500$ at $\omega=1.0632\,\omega_0$ and $0.343$ at $\omega=1.4\,\omega_0$. The small loss at $\omega=\omega_0$ shows how weakly this probability reveals a shift that is small compared with the width.

### 5. Strong drive

The anticrossings below come from diagonalizing a chain of 48 sites. Positions at $\Omega/\omega_0=0.1,\,0.5,\,1,\,2$ were also tested against integration of the Schrödinger equation over one period. All frequencies are in units of $\omega_0$; the error of $\Omega^2/4$ is relative to the numerical shift.

| $\Omega$ | numerical shift | $\Omega^2/4$ | error |
|---|---|---|---|
| 0.1 | 0.00250 | 0.00250 | −0.06% |
| 0.5 | 0.0632 | 0.0625 | −1.1% |
| 1.0 | 0.2527 | 0.2500 | −1.1% |
| 1.5 | 0.5409 | 0.5625 | +4.0% |
| 2.0 | 0.8845 | 1.0000 | +13% |
| 4.0 | 2.4364 | 4.0000 | +64% |

The close agreement at $\Omega=1$ does not mean that higher orders are small. The quartic term alone is $1/64=0.0156$, but the whole remainder beyond $\Omega^2/4$ is $0.0027$. The terms beyond quartic order must therefore contribute about $-0.0130$, so most of the quartic term is cancelled. Adding only the quartic term would worsen the estimate here, although it improves it at $\Omega=0.5$.

The anticrossing is visible when $\omega_0$ is swept at $\Omega=1$ and fixed $\omega=1.2527$, in the units of the table. The gap is $0.966$ at $\omega_0=0.8$, $0.950$ at $\omega_0=1.0$ and $0.967$ at $\omega_0=1.2$.

For $\Omega\gg\omega_0$, remove the drive first by writing $\psi=e^{-i\theta\sigma_x}\chi$ with $\theta=(\Omega/\omega)\sin\omega t$. Since $\dot\theta=\Omega\cos\omega t$, the drive term cancels, leaving

$$H'=\frac{\omega_0}{2}e^{i\theta\sigma_x}\sigma_ze^{-i\theta\sigma_x}
=\frac{\omega_0}{2}\left[\cos(2\theta)\,\sigma_z+\sin(2\theta)\,\sigma_y\right].$$

When $\omega_0\ll\omega$, the leading quasienergies follow from the average of $H'$ over one period. The sine averages to zero and the cosine to the Bessel function $J_0(2\Omega/\omega)$, so

$$q\simeq\pm\frac{\omega_0}{2}J_0\!\left(\frac{2\Omega}{\omega}\right)\quad(\text{modulo }\omega).$$

Stationarity in $\omega_0$ requires $J_0(2\Omega/\omega)=0$. The first resonance approaches the first zero, which gives $\omega_{\rm res}\to0.8317\,\Omega$. At $\Omega=100\,\omega_0$ the numerical ratio $\omega_{\rm res}/\Omega$ agrees with this limit to four digits. In this limit $q=\omega/2\pm x\to0$ modulo $\omega$ means $x\to\omega/2$: the gap $2x$ does not close but approaches $\omega$. At $\Omega=4\,\omega_0$ it is $3.410\,\omega_0$ against $\omega_{\rm res}=3.436\,\omega_0$. Modulo $\omega$ the two quasienergies are therefore close together, and they cross exactly ($2x=\omega$) at a slightly lower frequency, $0.841\,\Omega$ against $\omega_{\rm res}=0.859\,\Omega$ for $\Omega=4\,\omega_0$. Both frequencies tend to the same zero of $J_0$. The resonance position thus grows linearly with $\Omega$, and a quadratic shift must eventually overestimate it.

**A case in physical units.** Take $\omega_0=0.1$ hartree, a transition dipole of $2$ a.u. and a field amplitude of $0.025$ a.u. Then $\Omega=2\times0.025=0.05$ hartree, and

$$\frac{\Omega^2}{4\omega_0}=\frac{0.05^2}{4\times0.1}=0.00625\ \text{hartree}=0.170\ \text{eV}.$$

The numerical anticrossing gives $0.00632$ hartree, or $0.172$ eV. Both values belong to the two-level model and only illustrate the units. The field is $12.9$ V/nm, an intensity of about $2\times10^{13}$ W/cm$^2$. At field amplitude $F$ the ponderomotive energy $F^2/(4\omega^2)\approx0.014$ hartree is more than twice the shift. The field also exceeds the Coulomb barrier-suppression estimate $F=I_p^2/4$ for ionization energies $I_p$ below about $8.6$ eV. A real atom or molecule with such a transition cannot be assumed to behave as two levels at this field; other bound states and ionization must be included.

## Numbers as computed

```
Unit of frequency: w0, unless stated otherwise
Omega=1, w=1.2: half gap x = 0.473357, A = 0.120055, B = 0.057134
  trace of U(T): matrix 1.57617559, direct 1.57617559
Weak-drive coefficients: numerical | derived (dimensionless)
  Omega^2 shift             0.250000 | 0.250000
  Omega^4 shift             0.015625 | 0.015625
  Omega^4 shift, w swept    -0.109375 | -0.109375
  relative gap reduction    0.062500 | 0.062500
Omega=0.1, counter-rotating links scaled by lam: shift
  lam = 0.0: 0.0000000
  lam = 0.5: 0.0006263
  lam = 1.0: 0.0025015
Omega | w_res | shift | Omega^2/4 | formula error % | gap
  0.1 | 1.002502 | 0.002502 | 0.002500 | -0.062 | 0.099938
  0.2 | 1.010024 | 0.010024 | 0.010000 | -0.239 | 0.199504
  0.5 | 1.063224 | 0.063224 | 0.062500 | -1.145 | 0.492577
  1.0 | 1.252656 | 0.252656 | 0.250000 | -1.051 | 0.950345
  1.5 | 1.540934 | 0.540934 | 0.562500 | 3.987 | 1.374214
  2.0 | 1.884457 | 0.884457 | 1.000000 | 13.064 | 1.783426
  4.0 | 3.436389 | 2.436389 | 4.000000 | 64.177 | 3.409535
Resonance from the one-period propagator: Omega, w_res
  0.1, 1.002502
  0.5, 1.063224
  1.0, 1.252656
  2.0, 1.884457
Omega=0.5, gap minimum when w is swept: w = 1.056194
Omega=1, w=1.252656 fixed: gap minimum at w0 = 1.00000
  w0 = 0.6: gap = 1.011723
  w0 = 0.8: gap = 0.966479
  w0 = 1.0: gap = 0.950345
  w0 = 1.2: gap = 0.967154
  w0 = 1.4: gap = 1.016951
Omega=0.5: w | mean sigma_z | (1-s^2)/2 | direct time average
  1.000000 | 0.12795 | 0.49181 | 0.49186
  1.063224 | -0.00000 | 0.50000 | 0.50012
  1.400000 | -0.56027 | 0.34305 | 0.34310
w_res/Omega at Omega=100: 0.831705; Bessel limit 0.831661
Example: w0 = 0.1 hartree, dipole = 2.0 a.u., field = 0.025 a.u.
  Omega = 0.0500 hartree
  formula shift   = 0.0062500 hartree = 0.17007 eV
  numerical shift = 0.0063224 hartree = 0.17204 eV
```
